# Oxygen delivery to a metal surface in vacuum, with first corrections

## What goes wrong without a number

A tantalum liner has been deposited on a wafer, and the wafer waits in a vacuum chamber for the next metal. The oxygen pressure is \(10^{-8}\) Torr, about \(10^{-11}\) of an atmosphere, which suggests that the surface will stay clean for as long as the schedule requires. That judgement can fail within minutes. In about three minutes the gas can bring as many oxygen atoms as there are metal atoms in the top layer. If they stick, the next metal is deposited on an oxygen-laden interface instead of on bare tantalum.

The opposite error is also possible. "One atom delivered per site" may be read as "a complete monolayer", or the pressure of the empty chamber may be used for a wafer that is itself pumping the gas away. The leading estimate below gives the time scale. Its first corrections show when these two readings fail.

## Assumptions

The gas is O\(_2\) with partial pressure \(P\) and temperature \(T\), and its velocities follow the Maxwell distribution. The metal surface is flat and initially clean, with \(n_s\) metal atoms per unit area in its top layer. Each such atom counts as one site. Unit dissociative sticking means that every arriving molecule stays and splits into two atoms.

A strongly absorbing surface sends no molecules back, so the gas just in front of it is not a complete Maxwell gas. Here \(P\) and the density \(n\) describe the gas that supplies the arriving molecules, while the sample is present.

## Leading order: the arrival rate

Let \(z\) point toward the surface. The distribution of the normal velocity is

\[
f(v_z)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_z^2/2kT},
\]

where \(m\) is the mass of one molecule and \(k\) is Boltzmann's constant. During a short time \(dt\), a molecule with \(v_z>0\) reaches the surface if it starts within a distance \(v_z\,dt\). The number arriving per unit area and time is therefore

\[
J=n\int_0^\infty v_z f(v_z)\,dv_z .
\]

Substitute \(w=mv_z^2/2kT\). Then \(dw=(m v_z/kT)\,dv_z\), so \(v_z\,dv_z=(kT/m)\,dw\), and

\[
J=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}\int_0^\infty e^{-w}dw
 =n\sqrt{\frac{kT}{2\pi m}} .
\]

The density follows from the pressure. On a reflecting wall, each molecule transfers momentum \(2mv_z\), so

\[
P=2mn\int_0^\infty v_z^2 f(v_z)\,dv_z .
\]

With \(a=m/2kT\), integration by parts gives

\[
\int_0^\infty v_z^2e^{-av_z^2}dv_z
=\frac{1}{2a}\int_0^\infty e^{-av_z^2}dv_z
=\frac{1}{4a}\sqrt{\frac{\pi}{a}} .
\]

The prefactor of \(f\) is \(\sqrt{a/\pi}\), so the integral in \(P\) equals \(1/(4a)=kT/(2m)\). Hence \(P=nkT\), and

\[
J=\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}} .
\]

At fixed pressure a hotter gas arrives more slowly: its molecules are faster, as \(T^{1/2}\), but fewer, as \(T^{-1}\).

For \(P=10^{-8}\) Torr \(=1.333\times10^{-6}\) Pa and \(T=300\) K, with \(m=5.313\times10^{-26}\) kg and \(kT=4.142\times10^{-21}\) J,

\[
J=\frac{1.333\times10^{-6}}{\sqrt{2\pi(5.313\times10^{-26})(4.142\times10^{-21})}}
\ \mathrm{m^{-2}s^{-1}}
=3.585\times10^{12}\ \mathrm{cm^{-2}s^{-1}} .
\]

Each molecule carries two atoms, so the atomic delivery rate is \(2J=7.171\times10^{12}\ \mathrm{cm^{-2}s^{-1}}\).

## Leading order: the time per site

Take the liner surface as the (110) face of body-centred cubic tantalum. A rectangle with sides \(a_0\) and \(\sqrt2\,a_0\) in this plane has atoms at its four corners, each shared by four rectangles, and one at its centre. It therefore holds two atoms:

\[
n_s=\frac{2}{\sqrt2\,a_0^2}=\frac{\sqrt2}{a_0^2}.
\]

With the rough lattice constant \(a_0=0.33\) nm, \(n_s=1.299\times10^{15}\ \mathrm{cm^{-2}}\).

Let \(r\) be the mean number of oxygen atoms offered per site. At constant pressure,

\[
r=\frac{2Jt}{n_s}=\frac{t}{t_1},\qquad
t_1=\frac{n_s}{2J}=\frac{n_s\sqrt{2\pi mkT}}{2P}.
\]

For the tantalum surface,

\[
t_1=\frac{1.299\times10^{15}}{7.171\times10^{12}}\ \mathrm{s}\approx181\ \mathrm{s}.
\]

This is the few-hundred-second estimate. The product \(Pt_1=n_s\sqrt{2\pi mkT}/2\) does not contain the pressure. Its value is 1.81 L, where one langmuir (L) is \(10^{-6}\) Torr s. At ten times lower pressure, the time is ten times longer.

Other metals change the result through \(n_s\). In a triangular close-packed layer with neighbour distance \(d\), the primitive cell is a rhombus of area \(d^2\sin60^\circ=\sqrt3\,d^2/2\) holding one atom, so \(n_s=2/(\sqrt3\,d^2)\). At the same pressure and temperature, rough spacings of 0.27, 0.26 and 0.25 nm for Ru(0001), Cu(111) and Co(0001) give 221, 238 and 258 s. The rough spacings fix these times only to a few per cent; copper with \(d=0.256\) nm gives 246 s. Denser layers need more atoms and hence more time. These are delivery times under the assumption of unit sticking, not predictions of how readily each metal oxidises.

## First correction: delivered atoms and covered sites

Let \(\theta\) be the fraction of sites covered. For \(r\ll1\) nearly every arriving atom finds an empty site, so \(\theta\simeq r\). The first correction depends on what happens when an arrival meets an occupied site. Two simple models show its size.

**Random landing with unit sticking.** Suppose that every atom stays where it lands, even on a site already covered. Let there be \(M\) equivalent sites, and let each molecule place its atoms on two different sites. A chosen site is missed by one molecule with probability \(1-2/M\). Offering \(r\) atoms per site takes \(rM/2\) molecules, whose landing places are independent, so the bare fraction is

\[
1-\theta=\left(1-\frac2M\right)^{rM/2}\longrightarrow e^{-r}
\qquad (M\to\infty),
\]

because \((rM/2)\ln(1-2/M)\to-r\). Expansion for small \(r\) gives

\[
\theta=1-e^{-r}=r-\frac{r^2}{2}+O(r^3).
\]

**Two empty sites required.** Suppose instead that a molecule sticks if two randomly chosen sites are both empty, and otherwise leaves. Sticking is now unity on the clean surface but falls as the surface fills. Without correlations between sites, the sticking probability is \((1-\theta)^2\). One molecule raises \(r\) by \(2/M\) and raises \(\theta\) on average by \((2/M)(1-\theta)^2\). Therefore

\[
\frac{d\theta}{dr}=(1-\theta)^2 .
\]

Separating variables and using \(\theta=0\) at \(r=0\),

\[
\int_0^\theta\frac{d\theta'}{(1-\theta')^2}=\int_0^r dr'
\quad\Longrightarrow\quad
\frac{1}{1-\theta}-1=r
\quad\Longrightarrow\quad
\theta=\frac{r}{1+r}.
\]

For small \(r\),

\[
\theta=r-r^2+\frac{r^3}{1+r}.
\]

The last term is the full remainder, as putting the three terms over the common denominator \(1+r\) confirms.

The two corrections differ by a factor of two for a traceable reason. Random landing obeys \(d\theta/dr=1-\theta\): an occupied site wastes one atom. In the second model \(d\theta/dr\simeq1-2\theta\) at low coverage: either of two occupied sites turns away the whole molecule. Inserting \(\theta\simeq r\) and integrating gives \(-r^2/2\) and \(-r^2\).

### A 30 s transfer

In 30 s at constant pressure the tantalum surface is offered \(r=0.166\) atoms per site. The estimates of coverage are:

| Model | Leading | With first correction | Full formula |
|---|---:|---:|---:|
| Random landing | 0.166 | 0.152 | 0.153 |
| Two empty sites | 0.166 | 0.138 | 0.142 |

In the second model the leading term is too large by the fraction \(r\) of the full result, since \(r/[r/(1+r)]=1+r\). Here that is about 17 %. The first correction reduces the error to about 3 % of the full result.

The expansion can be turned around to find a permitted waiting time. The full formulas give \(r=-\ln(1-\theta)\) and \(r=\theta/(1-\theta)\), so

\[
\frac{t}{t_1}=\theta+\frac{\theta^2}{2}+\cdots
\qquad\text{or}\qquad
\frac{t}{t_1}=\theta+\theta^2+\cdots .
\]

For a coverage of 0.1, the leading time is \(0.1\times181\approx18\) s. The corrected times are 19 s for random landing and 20 s when two empty sites are needed. At this coverage the choice of model hardly matters. The rule holds at constant oxygen pressure, for a surface that starts clean and has unit initial sticking.

### Where the small-\(r\) expansion fails

At \(t=t_1\), \(r=1\) and the correction is no longer small. The two-term formula for the second model would give \(1-1=0\), whereas the full formula gives \(\theta=1/2\). Random landing leaves \(e^{-1}=0.368\) of the sites bare. If atoms could instead move freely until each found an empty site, the layer would be full at \(t_1\). The same delivery is thus compatible with coverages of 0.50, 0.63 and 1 in these three pictures.

The opposite limit, \(r\gg1\), separates the models further. Random landing leaves the exponentially small fraction \(e^{-r}\) bare. In the second model,

\[
1-\theta=\frac{1}{1+r}=\frac1r\,\frac{1}{1+1/r}
=\frac1r-\frac1{r^2}+\cdots .
\]

The approach to full coverage is slow because the last empty sites must be found in pairs, here drawn from the whole surface. If the two sites had to be neighbours and the atoms could not move, isolated empty sites would remain and the coverage would stop short of one. With both sites drawn from the whole surface, as in the second model, the coverage at \(9t_1=1630\) s is 0.900. The bare fraction is 0.100, compared with \(1/9=0.111\) at leading order and \(1/9-1/81=0.099\) with the first correction.

Both laws were tested by random simulation on 40 000 sites, with the two sites of each molecule drawn independently over the whole surface. The bare fraction for random landing at \(r=1\) was 0.365. The coverage in the second model was 0.503 at \(r=1\) and 0.900 at \(r=9\). This tests the statistics of the models. It does not show which one describes tantalum, where neighbouring sites, atomic motion and oxide growth can all matter.

## First correction: the surface pumps its own gas

A surface that keeps every arriving molecule removes gas from the chamber. If its area is \(A\), it removes \(AJ\) molecules per second from gas of density \(n\). This corresponds to a pumping speed, in volume per time, of

\[
S_w=\frac{AJ}{n}=A\sqrt{\frac{kT}{2\pi m}} .
\]

For oxygen at 300 K this is 11.14 L/s for each square centimetre.

Consider a well-mixed chamber of volume \(V\), with a pump of speed \(S\) and a fixed oxygen leak. Before the sample enters, the pressure is \(P_0=10^{-8}\) Torr, so the leak must balance the pump and equals \(SP_0\) in units of pressure times volume per time. With the sample present,

\[
V\frac{dP}{dt}=SP_0-(S+S_w)P .
\]

Define \(\beta=S_w/S\) and \(\tau=V/(S+S_w)\). Setting \(dP/dt=0\) gives the steady pressure \(P_0/(1+\beta)\). The deviation from it decays as \(e^{-t/\tau}\), and \(P(0)=P_0\), so

\[
\frac{P(t)}{P_0}=\frac{1}{1+\beta}+\frac{\beta}{1+\beta}e^{-t/\tau}.
\]

One atom per site has been delivered when the accumulated exposure equals \(P_0t_1\). Integrating the pressure from 0 to the delivery time \(t_d\) gives

\[
t_1=\frac{t_d}{1+\beta}+\frac{\beta\tau}{1+\beta}
\left(1-e^{-t_d/\tau}\right).
\]

Multiply by \(1+\beta\). When \(t_d\gg\tau\) the exponential can be dropped, and

\[
t_d\simeq(1+\beta)t_1-\beta\tau .
\]

For a rough pump speed of 1000 L/s and a rough volume of 50 L, \(\tau\) is at most \(50/1000=0.05\) s, and the last term is negligible here.

The remaining formula, \(t_d=t_1+\beta t_1\), has two useful limits. For \(\beta\ll1\) the chamber pump controls the pressure, and \(\beta t_1\) is a small correction. A coupon of 1 cm\(^2\) has \(\beta=11.14/1000=0.011\), which moves the time from 181 to 183 s.

For \(\beta\gg1\) the sample takes most of the leaking gas. The leading time is then

\[
\beta t_1=\frac{AJ}{nS}\,\frac{n_s}{2J}=\frac{n_sA}{2nS},
\]

where \(n\) is the density before the sample enters. This is the number of oxygen molecules needed, \(n_sA/2\), divided by the number leaking in per second, \(nS\). The arrival rate \(J\) has cancelled: supply sets the time, and \(t_1\) has become the first correction. One face of a 300 mm wafer pumps 7873 L/s, so \(\beta=7.87\). The pressure falls to 0.113 of its former value, and

\[
t_d=(1+7.87)\times181\ \mathrm{s}\approx1.6\times10^3\ \mathrm{s}.
\]

Numerical integration of the gas balance, starting at \(P_0\) with the stated volume and speeds, gave the required exposure at this time to within 0.1 %.

The long time applies to a fixed leak, a well-mixed gas and sticking that stays at one. The gas-balance integration assumes the mixing and does not test it. Molecules at this pressure mix only by bouncing off the walls, so with a wafer this strongly absorbing the factor \(1+\beta\) is approximate and depends on geometry: for 50 L cylinders from tall to flat it lies between about 8.7 and 10 averaged over the wafer, and can reach 11 at its centre. If sticking instead falls as \((1-\theta)^2\), as in the second coverage model, the wafer pumps less as it fills. Then \(dt/dr=t_1[1+\beta/(1+r)^2]\), apart from the short initial transient, and integration from \(r=0\) to 1 gives \(t_1(1+\beta/2)\approx894\) s for one atom offered per site. If \(10^{-8}\) Torr is instead the oxygen pressure supplying the surface with the wafer in place, gettering is already included and the answer remains 181 s.

## Smaller effects and the real liner

Reading the pressure wrongly changes the time in inverse proportion. If the true pressure is 20 % higher or lower than the stated value, \(t_1\) becomes 151 or 226 s. Gas at 400 K and the same pressure gives 209 s, since \(t_1\propto\sqrt T\).

Collisions in the gas can be neglected. The relative velocity of two independent molecules has twice the variance of a single velocity in each direction, so the mean relative speed is \(\sqrt2\) times the mean speed. A molecule of diameter \(D\) meets others at \(\sqrt2\,\pi D^2n\) per unit length travelled, and its mean free path is

\[
\lambda=\frac{1}{\sqrt2\,\pi D^2n}.
\]

With a rough \(D=0.36\) nm and \(n=3.219\times10^8\ \mathrm{cm^{-3}}\), \(\lambda=5.4\) km, far larger than the chamber.

Thermal desorption is negligible if the barrier is large. Take a first-order rate \(\nu e^{-E/kT}\), with a rough attempt rate \(\nu=10^{13}\ \mathrm{s^{-1}}\) and a deliberately low \(E=2\) eV. The fraction lost during \(t_1\) is then about \(5\times10^{-19}\) at 300 K.

In a vacuum cluster tool, \(10^{-8}\) Torr is a plausible rough total base pressure, but the oxygen part can be much smaller, and water is often an important residual gas. If water had the same partial pressure and every molecule left one oxygen atom, it would add 0.67 atoms per site during \(t_1\). The combined time for one atom per site would fall to \(181.1/1.666\approx109\) s. A sputtered liner is also not a perfect (110) plane: it has grains and roughness, and a surface with 20 % more sites needs 20 % more time. Other faces hold fewer atoms; the (100) face, with \(n_s=1/a_0^2\), gives 128 s. Sputtered tantalum also often grows in the tetragonal \(\beta\) phase, for which the site count above does not apply. Two changes stand out among those calculated here. A tenfold lower oxygen pressure makes the delivery time ten times as long, and a full reactive wafer beside a fixed leak makes it roughly nine to ten times as long, depending on chamber shape, if sticking stays at one. A lower sticking probability on the clean surface could also matter, but it was not estimated. The numerical output gives the main values behind these estimates.

## Calculated quantities

```
O2 pressure: 1.0e-08 Torr = 1.333e-06 Pa
Gas temperature: 300 K
O2 molecular mass: 5.313e-26 kg
Thermal energy kT: 4.142e-21 J
Gas density: 3.219e+08 molecules/cm3
Mean speed: 445.5 m/s
O2 arrival flux: 3.585e+12 molecules/(cm2 s)
O atom delivery: 7.171e+12 atoms/(cm2 s)
Ta lattice constant (rough): 0.33 nm
Ta(110) site density: 1.299e+15 sites/cm2
Ta(110) delivery rate: 5.522e-03 atoms/(site s)
Ta(110) time t1: 181.1 s = 3.02 min
Ta(110) exposure P*t1: 1.81 L
Delivered in a 30 s transfer: 0.166 atoms/site
Ru(0001): spacing 0.27 nm (rough), 1.584e+15 sites/cm2, t1 = 221 s
Co(0001): spacing 0.25 nm (rough), 1.848e+15 sites/cm2, t1 = 258 s
Cu(111): spacing 0.26 nm (rough), 1.708e+15 sites/cm2, t1 = 238 s
Bare sites at t1, random landing: 0.368 (simulated 0.365)
Two empty sites needed, time 1 t1 = 181 s: coverage 0.500 (simulated 0.503)
Two empty sites needed, time 9 t1 = 1630 s: coverage 0.900 (simulated 0.900)
Pump speed (rough): 1000 L/s
Chamber volume (rough): 50 L
Surface pumping: 11.14 L/(s cm2)
300 mm wafer pumping: 7873 L/s
Pressure ratio with wafer: 0.113
t1 with wafer gettering: 1607 s
t1 with 1 cm2 coupon gettering: 183.1 s
t1 if true pressure is 20 % higher: 151 s
t1 if true pressure is 20 % lower: 226 s
t1 with gas at 400 K, same pressure: 209 s
Extra O from water at equal pressure: 0.666 atoms/site
O2 collision diameter (rough): 0.36 nm
Mean free path: 5.4 km
Desorption barrier (low on purpose): 2.0 eV
Desorption attempt rate (rough): 1e+13 1/s
Fraction desorbed within t1: 4.6e-19
```
